# Band bottom of a lattice of small hard spheres: test program

```python
# Result under test: the lowest band energy of a lattice of hard spheres is
#   E = (3 a / s^3) * (1 + alpha a/s + c2 (a/s)^2 + ...),   hbar^2/2m = 1,
# a = hard-sphere radius, s = Wigner-Seitz radius (cell volume 4 pi s^3/3).
# alpha: constant of the neutralised point-charge lattice (9/5 for a sphere);
# c2 = alpha^2 - 9 * sum over nonzero G of 1/(G s)^4 for a cubic lattice.
# The formula is compared with a direct solution in the polyhedral cell.
# Inside the program lengths are in units of s, energies in units of 1/s^2.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, eval_legendre, spherical_jn, spherical_yn

VOLUME = 4 * np.pi / 3
EDGE = {"sc": VOLUME ** (1 / 3), "bcc": (2 * VOLUME) ** (1 / 3)}


def integer_grid(n):
    m = np.arange(-n, n + 1)
    g = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
    return g[np.any(g != 0, axis=1)]


def direct_lengths(name, n):
    g = integer_grid(n)
    if name == "sc":
        return EDGE[name] * np.linalg.norm(g, axis=1)
    same_parity = np.all(g % 2 == g[:, :1] % 2, axis=1)
    return EDGE[name] / 2 * np.linalg.norm(g[same_parity], axis=1)


def reciprocal_lengths(name, n):
    g = integer_grid(n)
    if name == "bcc":
        g = g[g.sum(axis=1) % 2 == 0]
    return 2 * np.pi / EDGE[name] * np.linalg.norm(g, axis=1)


def ewald_alpha(name, eta):
    R = direct_lengths(name, 9)
    G = reciprocal_lengths(name, 9)
    return (2 * eta / np.sqrt(np.pi) + np.pi / (eta**2 * VOLUME)
            - np.sum(erfc(eta * R) / R)
            - 4 * np.pi / VOLUME * np.sum(np.exp(-G**2 / (4 * eta**2)) / G**2))


def inverse_fourth_sum(name, n=40):
    # sum inside a sphere plus the integral over the remaining G vectors
    G = reciprocal_lengths(name, n)
    cutoff = 2 * np.pi / EDGE[name] * (n + 1e-9)
    return np.sum(G[G <= cutoff] ** -4.0) + VOLUME / (2 * np.pi**2 * cutoff)


def cell_faces(name):
    # (centre, ordered vertices, number of equivalent faces)
    A = EDGE[name]
    if name == "sc":
        h = A / 2
        return [((h, 0, 0), [(h, h, h), (h, -h, h), (h, -h, -h), (h, h, -h)], 6)]
    q = A / 4
    square = [(2*q, q, 0), (2*q, 0, q), (2*q, -q, 0), (2*q, 0, -q)]
    order = [(0, 1, 2), (1, 0, 2), (2, 0, 1), (2, 1, 0), (1, 2, 0), (0, 2, 1)]
    hexagon = [tuple(q * i for i in v) for v in order]
    return [((2*q, 0, 0), square, 6), ((q, q, q), hexagon, 8)]


def face_quadrature(name, n=12):
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x + 1) / 2, w / 2
    points, normals, weights, partners = [], [], [], []
    for centre, vertices, count in cell_faces(name):
        c = np.array(centre, float)
        normal = c / np.linalg.norm(c)
        for i in range(len(vertices)):
            p = np.array(vertices[i]) - c
            q = np.array(vertices[(i + 1) % len(vertices)]) - c
            twice_area = np.linalg.norm(np.cross(p, q))
            for (u, wu), (v, wv) in itertools.product(zip(x, w), zip(x, w)):
                r = c + u * ((1 - v) * p + v * q)
                points.append(r)
                partners.append(2 * c - r)   # equivalent by translation+inversion
                normals.append(normal)
                weights.append(count * twice_area * u * wu * wv)
    return tuple(map(np.array, (points, partners, normals, weights)))


def cubic_images(u):
    # rotations and reflections of u, up to inversion (only even l are used)
    return [np.array([u[p[0]], s1 * u[p[1]], s2 * u[p[2]]])
            for p in itertools.permutations(range(3))
            for s1 in (1, -1) for s2 in (1, -1)]


def angular_part(l, u, points, normals):
    # symmetric cubic harmonic and r times its derivative along the normal
    r = np.linalg.norm(points, axis=1)
    unit = points / r[:, None]
    along = np.sum(unit * normals, axis=1)
    if l == 0:
        return np.ones_like(r), np.zeros_like(r), r, along
    value, slope = np.zeros_like(r), np.zeros_like(r)
    images = cubic_images(u)
    for g in images:
        t = unit @ g
        P = eval_legendre(l, t)
        dP = l * (eval_legendre(l - 1, t) - t * P) / (1 - t**2)
        value += P / len(images)
        slope += dP * (normals @ g - t * along) / len(images)
    return value, slope, r, along


def radial_part(l, r, k, a, hard_high_l):
    if l == 0:
        sine, cosine = np.sin(k * (r - a)), np.cos(k * (r - a))
        return sine / (k * r), cosine / r - sine / (k * r**2)
    ratio = 0.0
    if hard_high_l:
        ratio = spherical_jn(l, k * a) / spherical_yn(l, k * a)
    f = spherical_jn(l, k * r) - ratio * spherical_yn(l, k * r)
    df = k * (spherical_jn(l, k * r, derivative=True)
              - ratio * spherical_yn(l, k * r, derivative=True))
    norm = spherical_jn(l, k)
    return f / norm, df / norm


class PolyhedralCell:
    def __init__(self, name, lmax=16):
        pts, partners, normals, self.w = face_quadrature(name)
        self.volume = np.sum(self.w * np.sum(pts * normals, axis=1)) / 3
        u1 = np.array([0.83, 0.47, 0.19])
        u2 = np.array([0.71, 0.62, 0.11])
        u1, u2 = u1 / np.linalg.norm(u1), u2 / np.linalg.norm(u2)
        labels = [(0, u1)]
        for l in range(4, lmax + 1, 2):
            labels.append((l, u1))
            if l in (12, 16):      # two symmetric harmonics exist for these l
                labels.append((l, u2))
        self.basis = [(l, angular_part(l, u, pts, normals),
                       angular_part(l, u, partners, normals)) for l, u in labels]

    def surface_term(self, E, a, hard_high_l=True):
        k = np.sqrt(E)
        value, deriv = [[], []], [[], []]
        for l, here, there in self.basis:
            for side, (Y, dY, r, along) in enumerate((here, there)):
                f, df = radial_part(l, r, k, a, hard_high_l)
                value[side].append(f * Y)
                deriv[side].append(df * along * Y + f * dY / r)
        v0, v1 = (np.array(v).T for v in value)
        d0, d1 = (np.array(d).T for d in deriv)
        v_even, v_odd = (v0 + v1) / 2, (v0 - v1) / 2
        d_even, d_odd = (d0 + d1) / 2, (d0 - d1) / 2
        # a periodic wave has v_odd = 0 and d_even = 0 on every face
        root_w = np.sqrt(self.w)[:, None]
        M = np.vstack([root_w * d_even, root_w * v_odd])
        c = np.linalg.lstsq(M[:, 1:], -M[:, 0], rcond=None)[0]
        c = np.concatenate([[1.0], c])
        return np.sum(self.w * ((v_even @ c) * (d_even @ c)
                                - (v_odd @ c) * (d_odd @ c)))

    def energy(self, a, hard_high_l=True):
        return brentq(lambda E: self.surface_term(E, a, hard_high_l),
                      1.5 * a, 6 * a, xtol=1e-14, rtol=1e-13)


def sphere_energy(a):
    def mismatch(E):
        k = np.sqrt(E)
        return np.tan(k * (1 - a)) - k
    return brentq(mismatch, 1.5 * a, 6 * a, xtol=1e-15, rtol=1e-13)


def extrapolated_coefficients(energy):
    x = np.array([0.02, 0.04, 0.06, 0.08])
    y = np.array([(energy(t) / (3 * t) - 1) / t for t in x])
    fit = np.polyfit(x, y, 3)
    return fit[3], fit[2]


# coefficients from the derived formulas
sphere_mean = 3 * quad(lambda r: r**2 * (1 / r + r**2 / 2), 0, 1)[0]
alpha = {"sphere": 9 / 5}
c2 = {"sphere": 459 / 175}
sigma = {}
assert abs(sphere_mean - alpha["sphere"]) < 1e-10
for name in ("sc", "bcc"):
    alpha[name] = ewald_alpha(name, 1.1)
    assert abs(alpha[name] - ewald_alpha(name, 1.4)) < 1e-9
    sigma[name] = inverse_fourth_sum(name)
    c2[name] = alpha[name] ** 2 - 9 * sigma[name]
assert round(alpha["sc"], 3) == 1.760 and round(alpha["bcc"], 3) == 1.792

# coefficients from direct solutions of the hard-sphere problem
cells = {name: PolyhedralCell(name) for name in ("sc", "bcc")}
solver = {"sphere": sphere_energy, "sc": cells["sc"].energy,
          "bcc": cells["bcc"].energy}
for cell in cells.values():
    assert abs(cell.volume - VOLUME) < 1e-10
direct = {}
for name in solver:
    direct[name] = extrapolated_coefficients(solver[name])
    # tolerances cover the truncated power series in the extrapolation
    assert abs(direct[name][0] - alpha[name]) < 5e-4, (name, direct[name])
    assert abs(direct[name][1] - c2[name]) < 1e-2, (name, direct[name])

# worked example
s, a = 3.0, 0.15
x = a / s
rydberg_eV = physical_constants["Rydberg constant times hc in eV"][0]
coarse = PolyhedralCell("sc", lmax=12).energy(x)
assert abs(coarse / solver["sc"](x) - 1) < 1e-5
for cell in cells.values():
    # hard-wall scattering in l >= 4 must be negligible at this radius
    assert abs(cell.energy(x, hard_high_l=False) / cell.energy(x) - 1) < 1e-7

print("Coefficients (dimensionless)")
for name in solver:
    print(f"{name}: alpha from formula = {alpha[name]:.5f}")
    print(f"{name}: alpha from direct solution = {direct[name][0]:.5f}")
    print(f"{name}: c2 from formula = {c2[name]:.4f}")
    print(f"{name}: c2 from direct solution = {direct[name][1]:.4f}")
for name in sigma:
    print(f"{name}: sum of 1/(G s)^4 = {sigma[name]:.5f}")
print("Worked example")
print(f"Wigner-Seitz radius s = {s:.2f} bohr")
print(f"hard-sphere radius a = {a:.2f} bohr")
print(f"ratio a/s = {x:.3f}")
leading = 3 * a / s**3
print(f"leading energy 3a/s^3 = {leading:.6f} Ry")
for name in solver:
    two_term = leading * (1 + alpha[name] * x)
    full = solver[name](x) / s**2
    assert abs((full - two_term) / leading - c2[name] * x**2) < 10 * x**3
    print(f"{name}: two-term energy = {two_term:.6f} Ry")
    print(f"{name}: direct energy = {full:.6f} Ry")
    print(f"{name}: direct energy = {full * rydberg_eV:.5f} eV")
    print(f"{name}: (direct - two-term)/leading = "
          f"{(full - two_term) / leading:.5f}")
    print(f"{name}: c2 (a/s)^2 = {c2[name] * x**2:.5f}")
print("verified")
```

Printed output:

```
Coefficients (dimensionless)
sphere: alpha from formula = 1.80000
sphere: alpha from direct solution = 1.79998
sphere: c2 from formula = 2.6229
sphere: c2 from direct solution = 2.6254
sc: alpha from formula = 1.76012
sc: alpha from direct solution = 1.76010
sc: c2 from formula = 2.4534
sc: c2 from direct solution = 2.4549
bcc: alpha from formula = 1.79186
bcc: alpha from direct solution = 1.79184
bcc: c2 from formula = 2.5884
bcc: c2 from direct solution = 2.5907
sc: sum of 1/(G s)^4 = 0.07162
bcc: sum of 1/(G s)^4 = 0.06915
Worked example
Wigner-Seitz radius s = 3.00 bohr
hard-sphere radius a = 0.15 bohr
ratio a/s = 0.050
leading energy 3a/s^3 = 0.016667 Ry
sphere: two-term energy = 0.018167 Ry
sphere: direct energy = 0.018284 Ry
sphere: direct energy = 0.24876 eV
sphere: (direct - two-term)/leading = 0.00702
sphere: c2 (a/s)^2 = 0.00656
sc: two-term energy = 0.018133 Ry
sc: direct energy = 0.018242 Ry
sc: direct energy = 0.24820 eV
sc: (direct - two-term)/leading = 0.00653
sc: c2 (a/s)^2 = 0.00613
bcc: two-term energy = 0.018160 Ry
bcc: direct energy = 0.018275 Ry
bcc: direct energy = 0.24865 eV
bcc: (direct - two-term)/leading = 0.00692
bcc: c2 (a/s)^2 = 0.00647
verified
```
